# Bloch-Siegert Shift from the Floquet Matrix and Strong-Drive Anticrossings: verification in Python

```python
# Result under test: for H(t) = (w0/2) sigma_z + Omega cos(w t) sigma_x (hbar = 1)
# the first Floquet anticrossing (gap stationary in w0) lies at
#   w_res = w0 + Omega^2/(4 w0) + Omega^4/(64 w0^3) + ...
# w0: level splitting, w: drive frequency, Omega: RWA Rabi frequency.
# x: half the quasienergy gap; the two quasienergies are w/2 + x and w/2 - x.
# lam scales the counter-rotating couplings (lam = 1 is the true linear drive).
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import jn_zeros
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HALF = 24
PHOTON = np.arange(1 - HALF, HALF + 1)
SPIN = np.where(PHOTON % 2 == 0, 1.0, -1.0)   # even: upper level, odd: lower level


def floquet_mode(w0, w, omega, lam=1.0):
    """Half gap x, cycle-averaged sigma_z, and dx/dw of the upper Floquet mode."""
    matrix = np.diag((PHOTON - 0.5) * w + 0.5 * SPIN * w0)
    links = 0.5 * omega * np.where(PHOTON[:-1] % 2 == 0, 1.0, lam)
    matrix += np.diag(links, 1) + np.diag(links, -1)
    values, vectors = np.linalg.eigh(matrix)
    k = np.where(values > 0)[0][0]
    weight = vectors[:, k] ** 2
    return values[k], weight @ SPIN, weight @ (PHOTON - 0.5)


def resonance(omega, lam=1.0):
    """Drive frequency at which the gap is stationary in w0, for w0 = 1."""
    low = max(0.95, 0.8 * omega)
    high = min(1.1 + omega**2 / 4, 1.1 + omega)
    return brentq(lambda w: floquet_mode(1.0, w, omega, lam)[1], low, high,
                  xtol=1e-14, rtol=1e-14)


def gap_minimum_in_w(omega):
    """Drive frequency of the smallest gap when w is swept at w0 = 1."""
    return brentq(lambda w: floquet_mode(1.0, w, omega)[2], 0.95,
                  1.1 + omega**2 / 4, xtol=1e-14, rtol=1e-14)


def propagators(w0, w, omega, times):
    """U(t,0) from direct integration of the Schroedinger equation."""
    def rhs(t, y):
        u = y.reshape(2, 2)
        c = omega * np.cos(w * t)
        h = np.array([[w0 / 2, c], [c, -w0 / 2]])
        return (-1j * (h @ u)).ravel()
    sol = solve_ivp(rhs, (0, times[-1]), np.eye(2, dtype=complex).ravel(),
                    method="DOP853", t_eval=times, rtol=1e-11, atol=1e-12)
    return sol.y.T.reshape(-1, 2, 2)


def trace_period(w0, w, omega):
    return np.trace(propagators(w0, w, omega, [2 * np.pi / w])[-1]).real


def resonance_from_propagator(omega, guess):
    h = 1e-3
    def slope(w):
        return trace_period(1 + h, w, omega) - trace_period(1 - h, w, omega)
    return brentq(slope, guess - 0.02, guess + 0.02, xtol=1e-9)


def averaged_transition(w, omega, points=32, periods=2000):
    """Transition probability averaged over final time and initial phase."""
    times = np.linspace(0, 2 * np.pi / w, points + 1)
    u = propagators(1.0, w, omega, times)
    period_map, u = u[-1], u[:-1]
    final_row = u[:, 1, :]
    start_column = u[:, 0, :].conj().T
    power, total = np.eye(2, dtype=complex), 0.0
    for _ in range(periods):
        power = period_map @ power
        total += np.mean(np.abs(final_row @ power @ start_column) ** 2)
    return total / periods


# Quasienergy: matrix diagonalization against direct time integration
x_half, _, _ = floquet_mode(1.0, 1.2, 1.0)
trace_matrix = -2 * np.cos(x_half * 2 * np.pi / 1.2)
trace_direct = trace_period(1.0, 1.2, 1.0)
assert abs(trace_matrix - trace_direct) < 1e-8

# Continued-fraction equation for the half gap, at strong drive
def side_chain(x, w0, w, b):
    s = 0.0
    for j in range(20, 0, -1):
        sign = 1 if j % 2 == 1 else -1
        s = b**2 / (x + (j + 0.5) * w + sign * w0 / 2 - s)
    return s

sp, sm = side_chain(x_half, 1, 1.2, 0.5), side_chain(-x_half, 1, 1.2, 0.5)
A, B = (sp + sm) / 2, -(sp - sm) / (2 * x_half)
assert abs(x_half**2 * (1 + B)**2 - 0.25 - (0.1 - A)**2) < 1e-11

print("Unit of frequency: w0, unless stated otherwise")
print(f"Omega=1, w=1.2: half gap x = {x_half:.6f}, A = {A:.6f}, B = {B:.6f}")
print(f"  trace of U(T): matrix {trace_matrix:.8f}, direct {trace_direct:.8f}")

# Weak-drive coefficients, extrapolated to zero drive
def extrapolate(func):
    return (4 * func(0.05) - func(0.1)) / 3

c2 = extrapolate(lambda o: (resonance(o) - 1) / o**2)
c4 = extrapolate(lambda o: (resonance(o) - 1 - o**2 / 4) / o**4)
c4_sweep = extrapolate(lambda o: (gap_minimum_in_w(o) - 1 - o**2 / 4) / o**4)
c_gap = extrapolate(lambda o: (1 - 2 * floquet_mode(1, resonance(o), o)[0] / o) / o**2)
assert abs(c2 - 1 / 4) < 1e-5
assert abs(c4 - 1 / 64) < 2e-4
assert abs(c4_sweep + 7 / 64) < 2e-4
assert abs(c_gap - 1 / 16) < 2e-4
print("Weak-drive coefficients: numerical | derived (dimensionless)")
print(f"  Omega^2 shift             {c2:.6f} | {1/4:.6f}")
print(f"  Omega^4 shift             {c4:.6f} | {1/64:.6f}")
print(f"  Omega^4 shift, w swept    {c4_sweep:.6f} | {-7/64:.6f}")
print(f"  relative gap reduction    {c_gap:.6f} | {1/16:.6f}")

# The counter-rotating couplings cause the shift
print("Omega=0.1, counter-rotating links scaled by lam: shift")
for lam in (0.0, 0.5, 1.0):
    shift = resonance(0.1, lam) - 1
    assert abs(shift - lam**2 * 0.1**2 / 4) < 1e-5
    print(f"  lam = {lam:.1f}: {shift:.7f}")

# Strong-drive comparison
print("Omega | w_res | shift | Omega^2/4 | formula error % | gap")
found = {}
for omega in (0.1, 0.2, 0.5, 1.0, 1.5, 2.0, 4.0):
    w_res = resonance(omega)
    found[omega] = w_res
    shift, formula = w_res - 1, omega**2 / 4
    gap = 2 * floquet_mode(1.0, w_res, omega)[0]
    print(f"  {omega:.1f} | {w_res:.6f} | {shift:.6f} | {formula:.6f} | "
          f"{100 * (formula / shift - 1):.3f} | {gap:.6f}")
print("Resonance from the one-period propagator: Omega, w_res")
for omega in (0.1, 0.5, 1.0, 2.0):
    direct = resonance_from_propagator(omega, found[omega])
    assert abs(direct - found[omega]) < 1e-5
    print(f"  {omega:.1f}, {direct:.6f}")
w_sweep = gap_minimum_in_w(0.5)
print(f"Omega=0.5, gap minimum when w is swept: w = {w_sweep:.6f}")

# Anticrossing seen by sweeping w0 at fixed drive
w_fixed = found[1.0]
best = minimize_scalar(lambda w0: floquet_mode(w0, w_fixed, 1.0)[0],
                       bounds=(0.6, 1.4), method="bounded",
                       options={"xatol": 1e-9})
assert abs(best.x - 1) < 1e-5
print(f"Omega=1, w={w_fixed:.6f} fixed: gap minimum at w0 = {best.x:.5f}")
for w0 in (0.6, 0.8, 1.0, 1.2, 1.4):
    print(f"  w0 = {w0:.1f}: gap = {2 * floquet_mode(w0, w_fixed, 1.0)[0]:.6f}")

# Averaged transition probability; finite averaging time limits the accuracy
print("Omega=0.5: w | mean sigma_z | (1-s^2)/2 | direct time average")
for w in (1.0, found[0.5], 1.4):
    s = floquet_mode(1.0, w, 0.5)[1]
    predicted, direct = (1 - s**2) / 2, averaged_transition(w, 0.5)
    assert abs(predicted - direct) < 2e-3
    print(f"  {w:.6f} | {s:.5f} | {predicted:.5f} | {direct:.5f}")

# Very strong drive: resonance at the first zero of J0(2 Omega / w)
ratio, limit = resonance(100.0) / 100, 2 / jn_zeros(0, 1)[0]
assert abs(ratio - limit) < 5e-4
print(f"w_res/Omega at Omega=100: {ratio:.6f}; Bessel limit {limit:.6f}")

# Example in physical units
w0_h, dipole, field = 0.1, 2.0, 0.025
omega_h = dipole * field
formula_h = omega_h**2 / (4 * w0_h)
shift_h = w0_h * (resonance(omega_h / w0_h) - 1)
print(f"Example: w0 = {w0_h} hartree, dipole = {dipole} a.u., field = {field} a.u.")
print(f"  Omega = {omega_h:.4f} hartree")
print(f"  formula shift   = {formula_h:.7f} hartree = {formula_h*HARTREE_EV:.5f} eV")
print(f"  numerical shift = {shift_h:.7f} hartree = {shift_h*HARTREE_EV:.5f} eV")
print("all good")
```

Output:

```
Unit of frequency: w0, unless stated otherwise
Omega=1, w=1.2: half gap x = 0.473357, A = 0.120055, B = 0.057134
  trace of U(T): matrix 1.57617559, direct 1.57617559
Weak-drive coefficients: numerical | derived (dimensionless)
  Omega^2 shift             0.250000 | 0.250000
  Omega^4 shift             0.015625 | 0.015625
  Omega^4 shift, w swept    -0.109375 | -0.109375
  relative gap reduction    0.062500 | 0.062500
Omega=0.1, counter-rotating links scaled by lam: shift
  lam = 0.0: 0.0000000
  lam = 0.5: 0.0006263
  lam = 1.0: 0.0025015
Omega | w_res | shift | Omega^2/4 | formula error % | gap
  0.1 | 1.002502 | 0.002502 | 0.002500 | -0.062 | 0.099938
  0.2 | 1.010024 | 0.010024 | 0.010000 | -0.239 | 0.199504
  0.5 | 1.063224 | 0.063224 | 0.062500 | -1.145 | 0.492577
  1.0 | 1.252656 | 0.252656 | 0.250000 | -1.051 | 0.950345
  1.5 | 1.540934 | 0.540934 | 0.562500 | 3.987 | 1.374214
  2.0 | 1.884457 | 0.884457 | 1.000000 | 13.064 | 1.783426
  4.0 | 3.436389 | 2.436389 | 4.000000 | 64.177 | 3.409535
Resonance from the one-period propagator: Omega, w_res
  0.1, 1.002502
  0.5, 1.063224
  1.0, 1.252656
  2.0, 1.884457
Omega=0.5, gap minimum when w is swept: w = 1.056194
Omega=1, w=1.252656 fixed: gap minimum at w0 = 1.00000
  w0 = 0.6: gap = 1.011723
  w0 = 0.8: gap = 0.966479
  w0 = 1.0: gap = 0.950345
  w0 = 1.2: gap = 0.967154
  w0 = 1.4: gap = 1.016951
Omega=0.5: w | mean sigma_z | (1-s^2)/2 | direct time average
  1.000000 | 0.12795 | 0.49181 | 0.49186
  1.063224 | -0.00000 | 0.50000 | 0.50012
  1.400000 | -0.56027 | 0.34305 | 0.34310
w_res/Omega at Omega=100: 0.831705; Bessel limit 0.831661
Example: w0 = 0.1 hartree, dipole = 2.0 a.u., field = 0.025 a.u.
  Omega = 0.0500 hartree
  formula shift   = 0.0062500 hartree = 0.17007 eV
  numerical shift = 0.0063224 hartree = 0.17204 eV
all good
```
